# Dimer Energies and the Stability of Adatom Chains and Triangles

**Q:** I have the interaction energy of an isolated nearest-neighbour adatom dimer on a close-packed surface, and it is attractive: $E_2=-0.089$ eV. A triangle has three such bonds and an open trimer, straight or with a 120° angle between its bonds, has two. So the triangle must be lower by one bond, 0.089 eV. What else is there to know?

**A:** Whether a bond keeps its energy when a third adatom arrives. Take energies relative to isolated adatoms, and neglect for now the interaction between the two ends of an open trimer. Then

$$E_\triangle=3E_2+E_3^\triangle,\qquad E_{\rm o}=2E_2+E_3^{\rm o}.$$

These equations define the trimer terms $E_3$: they are what remains after all pair energies have been subtracted. The difference is

$$D=E_\triangle-E_{\rm o}=E_2+N,\qquad N=E_3^\triangle-E_3^{\rm o}.$$

Your argument sets $N=0$. A dimer contains no third adatom, so its energy alone cannot justify that.

**Q:** Formally, yes. But I would expect $N$ to be a small correction. Can you calculate it?

**A:** In a simple model, yes. Each adatom has one orbital, with two spin states, at energy $\varepsilon$ measured from the Fermi level. Neighbouring orbitals have matrix element $-t$, with $t>0$. Each adatom exchanges electrons with its own wide-band substrate reservoir, which broadens its level to a Lorentzian of half-width $\Gamma$. Each bond also carries a repulsion $V$. Electrons do not otherwise interact, the temperature is zero and the chemical potential is fixed, so "energy" here means the grand potential.

For one level at $x$, the occupation per spin is the part of the Lorentzian below zero:

$$n(x)=\int_{-\infty}^{0}\frac{dE}{\pi}\frac{\Gamma}{(E-x)^2+\Gamma^2}=\frac12-\frac1\pi\arctan\frac{x}{\Gamma}.$$

Raising the level by $dx$ costs $2n\,dx$, the factor 2 being for spin. So the energy $F$ obeys $F'=2n$. With $F(0)=0$, integration by parts gives

$$F(x)=x-\frac2\pi\left[x\arctan\frac{x}{\Gamma}-\frac{\Gamma}{2}\ln\left(1+\frac{x^2}{\Gamma^2}\right)\right].$$

**Q:** That is one adatom. Why can you use it for a cluster?

**A:** Because the reservoirs are identical and separate. Diagonalize the hopping matrix, and combine the reservoir states with the same coefficients. Each cluster orbital then couples to its own combined reservoir, with the same $\Gamma$. For $M$ adatoms with orbital energies $\lambda_k$ and $B$ bonds,

$$E=\sum_kF(\lambda_k)-MF(\varepsilon)+BV.$$

The orbital energies follow quickly.

- The dimer has $\varepsilon\pm t$.
- In the triangle, equal amplitudes give $\varepsilon-2t$. For amplitudes $c_i$ that sum to zero, site $i$ receives $-t(0-c_i)=+tc_i$, which gives $\varepsilon+t$ twice.
- In the open trimer, opposite amplitudes on the ends cancel at the centre and give $\varepsilon$. With equal end amplitudes $a$ and centre amplitude $b$, a shift $\mu$ satisfies $\mu a=-tb$ and $\mu b=-2ta$. Hence $\mu^2=2t^2$, and the energies are $\varepsilon\pm\sqrt2\,t$.

The dimer energy is therefore

$$E_2=V+F(\varepsilon+t)+F(\varepsilon-t)-2F(\varepsilon).$$

Subtract three of these from the triangle:

$$\begin{aligned}E_3^\triangle&=F(\varepsilon-2t)+2F(\varepsilon+t)-3F(\varepsilon)+3V-3E_2\\&=F(\varepsilon-2t)-3F(\varepsilon-t)+3F(\varepsilon)-F(\varepsilon+t).\end{aligned}$$

Subtract two from the open trimer:

$$\begin{aligned}E_3^{\rm o}&=F(\varepsilon+\sqrt2t)+F(\varepsilon-\sqrt2t)-2F(\varepsilon)+2V-2E_2\\&=F(\varepsilon+\sqrt2t)+F(\varepsilon-\sqrt2t)+2F(\varepsilon)-2F(\varepsilon+t)-2F(\varepsilon-t).\end{aligned}$$

The repulsion $V$ has cancelled from both trimer terms, though it remains in $E_2$. Changing $V$ changes the dimer energy and leaves $N$ alone.

**Q:** Then give me a case where the dimer misleads. I would like one that does not depend on fitting anything.

**A:** Compare two systems with the same $t$, $\Gamma$ and $V$, one with its level at $\varepsilon$ and the other at $-\varepsilon$. Write $F(x)=x+g(x)$. The function $g$ is even, because $x\arctan(x/\Gamma)$ and the logarithm are both even. The linear part drops out of every cluster energy, because hopping does not change the sum of the orbital energies: $\sum_k\lambda_k=M\varepsilon$. So the absolute values of the orbital energies decide everything.

For the dimer, these are $|\varepsilon+t|$ and $|\varepsilon-t|$, and changing the sign of $\varepsilon$ merely exchanges them. The same holds for the open trimer. The two systems therefore have identical dimer energies and identical open-trimer energies. The triangle has $|\varepsilon-2t|,|\varepsilon+t|,|\varepsilon+t|$ in one system and $|\varepsilon+2t|,|\varepsilon-t|,|\varepsilon-t|$ in the other. Those sets differ, and in the example below the triangle energies differ too. No rule that uses the dimer energy alone can then give both triangles correctly.

**Q:** Different energies need not mean a different order. What do the numbers say?

**A:** Take $t=0.50$ eV, $\Gamma=0.30$ eV, $V=0.14$ eV and $\varepsilon=\mp0.40$ eV. I keep four decimals so that the sums close; the model does not deserve them. Both systems have

$$E_2=-0.2290+0.1400=-0.0890\ \text{eV},$$

$$E_{\rm o}=-0.1781-0.0166=-0.1947\ \text{eV},$$

where $-0.1781$ eV is the sum of two bonds. Three bonds give $-0.2671$ eV. For the triangles,

$$\varepsilon=-0.40:\quad E_\triangle=-0.2671+0.1686=-0.0985\ \text{eV},$$

$$\varepsilon=+0.40:\quad E_\triangle=-0.2671-0.1579=-0.4250\ \text{eV}.$$

Thus $D=+0.096$ eV (0.0035 hartree) in the first system and $D=-0.230$ eV ($-0.0085$ hartree) in the second. Your dimer is compatible with either order.

As a test, the adatoms were also diagonalized together with explicit, finely divided reservoirs. For these dimers and trimers, and for the seven-atom clusters below, the energies agreed with the formula to within 0.0003 eV.

**Q:** What has happened physically to the third bond?

**A:** The limit $\Gamma\to0$ shows it, since then $F(x)=x-|x|$: a level below zero holds two electrons and a level above it holds none. Put $\varepsilon=-e$ with $0<e<t$, and leave out $V$. The isolated orbitals are full. If all cluster orbitals stayed full, hopping would gain nothing, because the sum of their energies is unchanged. The gain comes from orbitals pushed above the Fermi level, whose electrons go to the substrate. Each such orbital contributes $-2\lambda$:

$$E_2=-2(t-e),\qquad E_\triangle=-4(t-e),\qquad E_{\rm o}=-2(\sqrt2\,t-e).$$

The triangle has two emptied orbitals, each worth one dimer bond. It has three bonds on paper and the energy of two. The difference is

$$D=-4t+4e+2\sqrt2\,t-2e=2\left[e-(2-\sqrt2)t\right].$$

In this limit the open trimer wins for $0.586<e/t<1$, although the dimer is attractive.

For $\varepsilon=+e$ the isolated orbitals are empty, and the gain comes from orbitals pulled below the Fermi level. The triangle has one, at $e-2t$, so $E_\triangle=-2(2t-e)$. The open trimer has one at $e-\sqrt2t$. Now $D=-2(2-\sqrt2)t$, and the triangle wins.

**Q:** Does the sign of the triangle term follow a rule at finite $\Gamma$?

**A:** In this model it does. Applying $f(y+t)-f(y)=\int_0^t f'(y+u)\,du$ three times gives

$$E_3^\triangle=-\int_0^t\!\!\int_0^t\!\!\int_0^tF'''(\varepsilon-2t+u+v+w)\,du\,dv\,dw,\qquad F'''(x)=\frac{4\Gamma x}{\pi(x^2+\Gamma^2)^2}.$$

The sum $u+v+w$ is distributed symmetrically about $3t/2$, with a weight that falls away from that centre. The argument of $F'''$ is therefore centred at $\varepsilon-t/2$. Since $F'''$ is odd and positive for $x>0$, the side containing the centre wins. The term is repulsive for $\varepsilon<t/2$, zero at $\varepsilon=t/2$ and attractive above.

For small $t$, the integral tends to $E_3^\triangle\simeq-t^3F'''(\varepsilon)$, except at $\varepsilon=0$, where $F'''$ vanishes and the leading term is $t^4F''''(0)/2>0$. The power $t^3$ belongs to the closed path around three sites, which an open trimer lacks. Expanding the open term, the $t^2$ parts cancel and the fourth-order part is $(2\cdot4-4)t^4F''''/24$, so $E_3^{\rm o}\simeq t^4F''''(\varepsilon)/6$.

These estimates are poor here. At $\varepsilon=-0.40$ eV they give 0.31 and $-0.10$ eV, against 0.17 and $-0.02$ eV. The Taylor series of $F$ about $\varepsilon$ converges within $\sqrt{\varepsilon^2+\Gamma^2}=0.50$ eV, the distance to the singularities at $\pm i\Gamma$. The trimer shifts $2t=1.0$ eV and $\sqrt2t=0.71$ eV lie outside.

**Q:** So is the trimer term enough to reverse the order by itself?

**A:** Not at these values of $t$, $\Gamma$ and $\varepsilon=-0.40$ eV. There $N=0.1686+0.0166=0.1852$ eV, while the electronic part of the dimer energy is $-0.2290$ eV. Reversal with an attractive dimer needs $-N<E_2<0$, which means

$$0.044\ \text{eV}<V<0.229\ \text{eV}.$$

Below this window the triangle wins despite its weakened bonding. Above it the dimer is repulsive.

**Q:** Would I notice the error at a growth temperature?

**A:** At 300 K, $k_BT=0.0259$ eV. Each lattice site has 2 triangle configurations, 3 straight ones and 6 bent ones. Assuming equilibrium, equal vibrational factors, equal energies for the two triangle orientations and equal energies for straight and bent trimers,

$$\frac{P_\triangle}{P_{\rm o}}=\frac29e^{-D/k_BT}.$$

Pair energies predict 7.0. The full model gives 0.0054 for $\varepsilon=-0.40$ eV and about 1600 for $\varepsilon=+0.40$ eV.

**Q:** Then I add the trimer terms to my pair energies, and larger islands are settled.

**A:** Try seven adatoms at $\varepsilon=-0.40$ eV. A filled hexagon has 12 bonds, 6 triangles and 15 open triples; a straight row has 6 bonds and 5 open triples.

| Energy (eV) | Hexagon | Row |
|---|---:|---:|
| Pairs | −1.07 | −0.53 |
| Pairs and trimers | −0.31 | −0.62 |
| Full model | −0.43 | −0.55 |

Pairs favour the hexagon by 0.53 eV, whereas the full model favours the row by 0.12 eV. Trimer terms restore the order of these two shapes but make the gap 0.31 eV, so terms with four or more adatoms matter too. Other seven-atom shapes were not compared.

**Q:** How much of this would survive on a real metal surface?

**A:** For scale I use silver's rough spacing, 2.9 Å, and rough Fermi wavevector, 1.2 Å⁻¹. The other parameters are round choices, so this does not predict the shape of a silver trimer. The dimer is also weakly bound; a few tenths of an eV is a rough scale for metal adatoms. With $N=0.185$ eV, a dimer bound by more than that would not show the reversal, and the shared substrate considered next lowers this limit to about 0.115 eV.

One assumption clearly broken is that of separate reservoirs, since real adatoms share one substrate. I estimated this with an unbounded free-electron metal, without a surface of its own, that carries waves between adatoms, readjusting $V$ to hold $E_2$ fixed and including the end-to-end pair energy. For $\varepsilon=-0.40$ eV, $D$ falls from 0.096 to 0.026 eV for the straight trimer and 0.028 eV for the bent one, about $k_BT$.

At the strengths chosen here, other effects, added one at a time with $E_2$ again fixed, move it less. Direct hopping beyond neighbours, decaying at 1.0 Å⁻¹, gives 0.085 eV (straight) and 0.073 eV (bent). An on-site repulsion of 1.0 eV in mean field, with the bare level lowered so that the unpolarized isolated level stays at $\varepsilon$, gives 0.102 eV for the straight trimer, and electronic temperature gives 0.095 eV. The trimer reversal survives each of these changes separately, but its margin is thin and the combination was not calculated. The seven-atom order is not robust: with the shared substrate, the hexagon lies below the row, by 0.035 eV here and by 0.007 to 0.063 eV when the Fermi wavevector is shifted by up to 0.05 Å⁻¹ either way, while at 1.30 Å⁻¹ the row is lower again, by 0.026 eV. For $\varepsilon=+0.40$ eV, the same changes leave $D$ between about $-0.25$ and about $-0.20$ eV. Stronger changes do undo the reversal at $\varepsilon=-0.40$ eV. With separate reservoirs and $E_2$ again fixed, $D$ is $-0.015$ eV for $\Gamma=0.7$ eV, and $-0.006$ to $-0.007$ eV, depending on the spin solution, for an on-site repulsion of 3.0 eV with spin polarization allowed (without polarization it stays at $+0.088$ eV). Neither value can be ruled out for a metal adatom, so the reversal is a possibility to check, not something to expect. Lattice relaxation, elastic forces, vibrations, orbital overlap and correlation beyond mean field are not included.

**Q:** So what may I conclude from my dimer?

**A:** That two adatoms attract. To order the trimers, you need the energies of the triangle and of both open shapes on the same surface. The triangle may need two calculations: on a real close-packed surface, one orientation is centred over a surface atom and the other over a hollow. To order larger islands by adding pair and trimer terms, you must also check that this expansion has converged for them.

## Values computed for the example and the checks

```
hopping t = 0.50 eV, half-width Gamma = 0.30 eV
bond repulsion V = 0.14 eV, levels = -/+0.40 eV
spacing = 2.9 angstrom, temperature = 300 K
thermal energy kT = 0.02585 eV
largest closed-form minus bath difference = 2.9e-04 eV
bath triangle term at level t/2 = 4.4e-11 eV
LEVEL -0.40 eV: isolated occupation per spin = 0.7952
  dimer: electronic -0.2290 eV, total E2 -0.0890 eV
  pair sums: triangle -0.2671 eV, open -0.1781 eV
  trimer terms: triangle 0.1686 eV, open -0.0166 eV
  full energies: triangle -0.0985 eV, open -0.1947 eV
  triangle minus open: pair -0.0890 eV, full 0.0962 eV
  full triangle minus open = 0.003536 hartree
  triangle/open population: pair 6.96, full 0.00538
LEVEL +0.40 eV: isolated occupation per spin = 0.2048
  dimer: electronic -0.2290 eV, total E2 -0.0890 eV
  pair sums: triangle -0.2671 eV, open -0.1781 eV
  trimer terms: triangle -0.1579 eV, open -0.0166 eV
  full energies: triangle -0.4250 eV, open -0.1947 eV
  triangle minus open: pair -0.0890 eV, full -0.2303 eV
  full triangle minus open = -0.008464 hartree
  triangle/open population: pair 6.96, full 1.64e+03
configurations per site: triangle 2, linear 3, bent 6
reversal window in V at level -0.40 eV: 0.0438 to 0.2290 eV
level of equal trimers at the same E2 = 0.0529 eV
weak-hopping estimates at level -0.40 eV: triangle term 0.3056 eV
  open term -0.0993 eV
SEVEN ADATOMS at level -0.40 eV
  hexagon: 12 bonds, 6 triangles, 15 open triples
  hexagon: pair -1.0685 eV, through trimers -0.3058 eV, full -0.4327 eV
  row: 6 bonds, 0 triangles, 5 open triples
  row: pair -0.5343 eV, through trimers -0.6173 eV, full -0.5494 eV
NEGLECTED EFFECTS: triangle minus open at fixed E2
  Fermi wavevector = 1.2 1/angstrom, band depth = 5.486 eV
  hopping decay = 1.0 1/angstrom, on-site U = 1.0 eV
  level -0.40 eV: model 0.0962 eV, at 300 K 0.0947 eV
    shared substrate: linear 0.0263 eV, bent 0.0276 eV
    farther hopping: linear 0.0850 eV, bent 0.0734 eV
    on-site repulsion: 0.1021 eV; largest spin factor 0.714 (unstable above 1)
  level +0.40 eV: model -0.2303 eV, at 300 K -0.2285 eV
    shared substrate: linear -0.2378 eV, bent -0.2310 eV
    farther hopping: linear -0.2180 eV, bent -0.2020 eV
    on-site repulsion: -0.2526 eV; largest spin factor 0.575 (unstable above 1)
```
